# Counting Two-Ligand Patterns on a Periodic Two-by-Two Square Surface Cell

## One incoming ligand, then two

Take a surface whose ligand sites form a square net, and suppose that its ligand pattern repeats after two sites along each axis. Four sites then describe the whole surface. Every site carries the original ligand A or the incoming ligand B.

Put one B in the cell. There are four places for it, but a shift by one site along an axis carries any place into any other. On the repeated surface these are one pattern seen from four origins: four labelled patterns, one class.

Now put two B in the cell. There are $\binom{4}{2}=6$ choices:

- two fill a row along $x$;
- two fill a column along $y$;
- two occupy the sites of a diagonal and give a checkerboard.

A shift carries the two row patterns into each other, and does the same within the other pairs. No shift turns a row into a column or into a checkerboard, so translations leave three classes. A quarter turn does turn rows into columns, so full square symmetry leaves two.

Adding the other compositions (no B, one, three and four, with one class each) gives seven classes under translations and six under full square symmetry. The task is to obtain these numbers by a scheme that does not depend on spotting equivalences by eye, and that also returns what a thermodynamic calculation needs.

## Why division fails

The naive scheme divides. There are $2^4=16$ labelled patterns and four translations, which suggests $16/4=4$ classes instead of seven. Division assumes that every pattern has four different images. The single B does; a row stripe has two, because a shift along the stripe changes nothing; the uniform surfaces have one. Symmetric patterns belong to small classes, and division undercounts them.

The repair is to measure how symmetric each pattern is. Let $G$ be the group of allowed operations, with $|G|$ members. The orbit of a pattern $p$ is the set of its different images, which is its class. Its stabilizer $S_p$ is the set of operations that leave $p$ unchanged.

Two operations $g$ and $h$ give the same image, $gp=hp$, precisely when $h^{-1}g$ leaves $p$ unchanged, that is, when $g=hs$ with $s$ in $S_p$. Each image is therefore reached by $|S_p|$ operations, and

$$
|\text{orbit}(p)|\,|S_p|=|G| .
$$

Now count the pairs $(g,p)$ with $gp=p$ in two ways. For fixed $g$ their number is $F(g)$, the number of patterns that $g$ leaves unchanged. For fixed $p$ it is $|S_p|$. Hence

$$
\sum_g F(g)=\sum_p |S_p|=|G|\sum_p\frac{1}{|\text{orbit}(p)|}.
$$

Within one orbit the last sum has $|\text{orbit}|$ equal terms $1/|\text{orbit}|$, which add to one. The sum over all patterns is thus the number of classes $n$:

$$
n=\frac{1}{|G|}\sum_g F(g).
$$

This is Burnside's lemma. It replaces the search for equivalent patterns by a count of unchanged ones.

The unchanged ones are easy to count. An operation permutes the sites, and a permutation splits into cycles. A pattern is unchanged if each site has the same label as the site it is sent to, so the label must be constant round each cycle. One free choice per cycle gives, for two ligands,

$$
F(g)=2^{c(g)},
$$

where $c(g)$ is the number of cycles, a site that stays put counting as a cycle of length one.

## The translations

Label the sites $(x,y)$ with $x$ and $y$ taken modulo 2. The identity has four cycles and leaves all 16 patterns unchanged. Each of the shifts $(1,0)$, $(0,1)$ and $(1,1)$ exchanges the sites in two pairs, so it has two cycles and leaves $2^2=4$ patterns unchanged. Therefore

$$
n_{\text{trans}}=\frac{16+4+4+4}{4}=\frac{28}{4}=7 .
$$

The list of operations must be a complete group. If the diagonal shift is forgotten, the average becomes $(16+4+4)/3=8$, a whole number and wrong. The two axial shifts applied in turn produce the missing operation, so the list was not closed and the lemma did not apply. An integer result is no proof of a correct list; closure has to be checked separately.

## The full square symmetry

The operations of the square net have the form

$$
\mathbf r\to M\mathbf r+\mathbf t ,
$$

where $\mathbf t$ is a lattice translation and $M$ is one of eight matrices that keep or exchange the axes and may reverse either. They act consistently on the repeated cell: moving $\mathbf r$ by an even vector $2\mathbf m$ moves its image by $2M\mathbf m$, which is also even. With four translations modulo 2 there are 32 operations.

Modulo 2, however, $-1$ and $+1$ are the same number. Reversing an axis does nothing to the site labels, and each $M$ acts either as the identity or as the exchange $(x,y)\to(y,x)$. So there are $2\times4=8$ different site permutations, each occurring four times among the 32 operations. Four are the translations. The others are $(x,y)\to(y+t_x,\,x+t_y)$:

- For $\mathbf t=(0,0)$, the sites $(0,0)$ and $(1,1)$ stay and the other two are exchanged: three cycles.
- For $\mathbf t=(1,1)$, the sites $(1,0)$ and $(0,1)$ stay and the other two are exchanged: three cycles.
- For $\mathbf t=(1,0)$, the sites follow $(0,0)\to(1,0)\to(1,1)\to(0,1)\to(0,0)$: one cycle.
- For $\mathbf t=(0,1)$, the same ring is followed in reverse: one cycle.

The eight permutations together give

$$
n_{\text{square}}=\frac{16+3\cdot4+2\cdot8+2\cdot2}{8}=\frac{48}{8}=6 .
$$

Using all 32 operations multiplies numerator and denominator by four, $192/32=6$. Repeated permutations do no harm if all are repeated equally often.

For $q$ possible labels per site, each cycle offers $q$ choices:

$$
n_{\text{trans}}=\frac{q^4+3q^2}{4},\qquad
n_{\text{square}}=\frac{q^4+2q^3+3q^2+2q}{8}.
$$

With $q=1$ both give one, as they must. With $q=3$, which admits vacant sites beside A and B, they give 27 and 21.

## Where the seventh class goes

To see which classes merge, keep track of the number of B. A cycle of length $\ell$ holds either no B or $\ell$ of them, so its factor 2 is replaced by $1+z^\ell$, and the power of $z$ records the number of B. For translations,

$$
\begin{aligned}
P_{\text{trans}}&=\tfrac14\left[(1+z)^4+3(1+z^2)^2\right]\\
&=\tfrac14\left[4+4z+12z^2+4z^3+4z^4\right]\\
&=1+z+3z^2+z^3+z^4 .
\end{aligned}
$$

The two three-cycle permutations each add $(1+z)^2(1+z^2)=1+2z+2z^2+2z^3+z^4$, and the two one-cycle permutations each add $1+z^4$. Hence

$$
\begin{aligned}
P_{\text{square}}&=\tfrac18\left[(4+4z+12z^2+4z^3+4z^4)\right.\\
&\quad\left.+(2+4z+4z^2+4z^3+2z^4)+(2+2z^4)\right]\\
&=1+z+2z^2+z^3+z^4 .
\end{aligned}
$$

The one change is at two B, where row and column stripes merge.

A and B are different molecules, so exchanging their names is not a symmetry. If it were allowed, the classes with one and three B would merge, and so would the two uniform ones, leaving four.

## From a count to a list

Burnside's lemma gives the number of classes but not their members. A calculation of surface energies needs one representative of each class and its orbit size $m$. The following scheme supplies both:

1. Form all site permutations and check that the product of any two is in the list.
2. Take a labelled pattern that has not yet been visited and generate all its images.
3. Store the pattern as representative and the number of different images as $m$.
4. Mark all the images as visited, and repeat until no pattern is left.
5. Compare the number of representatives with Burnside's result, and the sum of the $m$ with 16.

It is tempting to skip the images and sort patterns by simple descriptors, such as the number of B, $N$, and the number $U$ of unlike neighbour bonds. Different descriptors do prove that two patterns are inequivalent. Equal descriptors prove nothing: row and column stripes both have $N=2$ and $U=4$, yet translations do not connect them. Under full square symmetry the six representatives have six different pairs $(N,U)$, which confirms independently that no further merger is possible.

Each site owns one bond to the right and one upward, so the cell has eight bonds. Its left and right neighbours are copies of the same site, so two bonds join each neighbouring pair. The checkerboard has $U=8$, the uniform surfaces have $U=0$, and the other three classes have $U=4$.

## Why a class needs its weight

Let replacing an A by a B cost the free energy $\Delta$ at fixed composition of the solution, and let each unlike bond contribute $W$. The energy of a pattern is

$$
E=N\Delta+UW .
$$

It is the same throughout a class, so the sum over 16 patterns reduces to six terms:

$$
Z=\sum_{\text{classes}}m\,e^{-E/kT},\qquad
P=\frac{m\,e^{-E/kT}}{Z}.
$$

A naive sum over representatives omits $m$. The case $W=0$ shows the fault. With $u=e^{-\Delta/kT}$, independent sites must give $(1+u)^4$. The weighted sum is $1+4u+(4+2)u^2+4u^3+u^4$, which is that expression. The unweighted sum is $1+u+2u^2+u^3+u^4$, which is not.

For an example take $T=300$ K, so that $kT=25.85$ meV, with $\Delta=10$ meV and $W=-15$ meV. These are round model values; the negative $W$ favours mixing. In the labels below, the first two digits are one row of the cell, the last two are the next, and 1 means B.

| Pattern | $m$ | $U$ | $E$ (meV) | $P$ |
|---|---:|---:|---:|---:|
| 0000 | 1 | 0 | 0 | 0.006 |
| 0001 | 4 | 4 | −50 | 0.177 |
| 0011 | 4 | 4 | −40 | 0.120 |
| 0110 | 2 | 8 | −100 | 0.613 |
| 0111 | 4 | 4 | −30 | 0.082 |
| 1111 | 1 | 0 | 40 | 0.001 |

For the checkerboard, $E=2(10)+8(-15)=-100$ meV. With $Z=156.15$ its population is

$$
P=\frac{2\,e^{100/25.85}}{156.15}\approx0.613 .
$$

The fraction of sites holding B is

$$
\theta=\tfrac14\left[0.177+2(0.120+0.613)+3(0.082)+4(0.001)\right]\approx0.47 .
$$

Omitting $m$ raises the checkerboard population to 0.749, which is 22% above the weighted value. The coverage moves merely from 0.474 to 0.479, so a plausible coverage does not show that the weights are right.

Two limits clarify the role of $m$. At high temperature, with $\Delta$ and $W$ held fixed, all Boltzmann factors approach one and $P\to m/16$: the checkerboard gets $1/8$, whereas equal class weights would give $1/6$. At low temperature the lowest energy wins. For $W<0$ that is the checkerboard if $2\Delta+8W$ lies below both $\Delta+4W$ and $3\Delta+4W$, that is, if $|\Delta|<4|W|$; the uniform surfaces are then higher as well. Here $10<60$ meV, so the condition holds. The checkerboard population tends to one, and its weight $m=2$ survives as two equally likely positions of the pattern.

## What the small cell distorts

A correct enumeration of a small cell is not yet a correct description of a large surface. The same energy model on infinitely long strips, periodic across a width of ten sites, gives a coverage of 0.464 and an unlike-bond fraction of 0.66. The small cell gives 0.474 and 0.80. Relative to the strip, its coverage is 2% too high and its unlike-bond fraction 21% too high. Strips of width eight agree with width ten to within 0.001 in both quantities.

The doubled bonds explain most of the difference in the unlike-bond fraction. Put $s=+1$ for B and $-1$ for A, and take $\Delta=0$ for simplicity. An unlike bond is counted by $(1-ss')/2$, so its Boltzmann factor is proportional to $e^{\kappa ss'}$ with

$$
\kappa=\frac{W}{2kT}=\frac{-15}{2(25.85)}\approx-0.29 .
$$

Expand to first order in $\kappa$. In the average of $ss'$ for a neighbouring pair, any bond involving another site averages to zero, since that site's $s$ is equally often $+1$ and $-1$. If $b$ bonds join the pair, then $\langle ss'\rangle\approx b\kappa$, and the unlike-bond fraction is

$$
f\approx\frac{1-b\kappa}{2}.
$$

A large net has $b=1$ and $f\approx0.65$; the small cell has $b=2$ and $f\approx0.79$. The exact values at $\Delta=0$ are 0.67 and 0.81, so each estimate is about 0.02 low, but their difference matches the gap of 0.14; with $\Delta=10$ meV the full results are 0.66 and 0.80. A periodic $4\times4$ cell, which has no doubled bonds, gives 0.69 with the same parameters. The six classes are therefore a complete list of period-two patterns, while their populations are a small-cell approximation to a disordered surface.

## A real face with less symmetry

The cadmium-terminated (001) face of zinc-blende CdSe is a useful case because its top atoms, if the face does not reconstruct, form a square net. By electron counting, a surface Cd with two bonds to Se below can take one singly charged ligand, such as a carboxylate. A rough lattice constant of 0.61 nm gives a site spacing of $0.61/\sqrt2\approx0.43$ nm, an area of 0.186 nm² per site and 5.4 sites per nm². The model coverage then corresponds to about 2.5 B ligands per nm². The energies $\Delta$ and $W$ are not measured or computed values for CdSe, so neither this density nor the checkerboard preference is a prediction for a particular ligand pair. The assumption that this face breaks first is the fourfold symmetry itself. The two bonds below each top Cd lie in the vertical plane through one axis of the net, and a quarter turn would put them in the plane through the other. Four point operations survive, none of which exchanges the axes. Modulo 2 they all act as the identity on the sites, so the translations alone decide the count: **seven classes, not six**.

The size of this effect depends on how different the two axes are. Suppose that an unlike bond contributes $-13$ meV along $x$ and $-17$ meV along $y$, with the mean unchanged. A row stripe has its four unlike bonds along $y$, a column stripe along $x$. Their energies differ by $4\times4=16$ meV, and their populations become 0.082 and 0.044, a ratio of $e^{16/25.85}\approx1.9$. One energy calculation for both stripes would miss this. The gap and the ratio refer to the four-site cell; they do not measure the effect on a large surface.

Other omissions can be sized with the same model, changing one thing at a time:

- **Diagonal interactions.** A contribution of $-3$ meV per unlike diagonal bond lowers the checkerboard population from 0.61 to 0.46. The checkerboard has no unlike diagonals, while each stripe has eight and gains 24 meV. These numbers belong to the small cell, in which four diagonal bonds join the same pair of sites; they do not give the size of the effect on a large surface.
- **Temperature.** At 350 K, with $\Delta$ and $W$ held fixed, the checkerboard population is 0.53 and the coverage is still 0.47.
- **Vacancies.** If 5% of sites are empty independently of one another, $1-0.95^4=18.5\%$ of four-site cells contain a vacancy and lie outside the two-label list.
- **Crowding.** The cross-section of an upright hydrocarbon chain is close to the site area of 0.186 nm². A rough value of 0.20 nm² is 7 to 8% larger, while an all-trans chain in crystalline polyethylene takes about 0.184 nm², slightly less. These numbers do not decide whether every site can carry a long chain. They show that full occupancy, which the electron count asks for, means packing near crystalline density.

## When the ligand has a direction

The reduction from 32 operations to eight relied on labels that do not turn. Let A stand upright and let B tilt along $+x$, $-x$, $+y$ or $-y$. Each site has five states, and there are $5^4=625$ labelled patterns. Reversing an axis can now change a pattern even where it leaves the sites in place, because it reverses any tilt along that axis.

Burnside's lemma still holds, but the choices per cycle change. After one passage round a cycle of length $\ell$, the direction has been turned by $M^\ell$ and must agree with itself. The identity permits all five states, an axis reflection three, and a half turn, a quarter turn or a diagonal reflection permits A alone. Summing over the four translations for each type of $M$ gives:

- identity: $625+3\cdot25=700$;
- half turn: $1+3\cdot25=76$;
- two axis reflections: $2(81+3\cdot25)=312$;
- two diagonal reflections: $2(5+5+5+5)=40$;
- two quarter turns: $2(1+1+5+5)=24$.

In the last two lines, two of the translations give three-cycle permutations and two give one-cycle permutations. The number of classes is

$$
n_{\text{tilt}}=\frac{700+76+312+40+24}{32}=\frac{1152}{32}=36 .
$$

Explicit generation of the orbits also gives 36, as the numerical output shows. The count of six thus belongs to ligands without direction, on fully occupied sites, with some symmetry operation that exchanges the two axes of the net; a quarter turn does this, and so does a diagonal mirror alone. When one of these conditions fails, the group or the set of labels must be changed before the patterns are counted.

## Calculated quantities

```
labelled patterns: 16
site permutations (site order 00,10,01,11):
  (0, 1, 2, 3) cycles 4 fixed 16 translation
  (0, 2, 1, 3) cycles 3 fixed 8 point/mixed
  (3, 1, 2, 0) cycles 3 fixed 8 point/mixed
  (1, 0, 3, 2) cycles 2 fixed 4 translation
  (2, 3, 0, 1) cycles 2 fixed 4 translation
  (3, 2, 1, 0) cycles 2 fixed 4 translation
  (1, 3, 0, 2) cycles 1 fixed 2 point/mixed
  (2, 0, 3, 1) cycles 1 fixed 2 point/mixed
translations: fixed sum 28 / 4 = 7
square, 8: fixed sum 48 / 8 = 6
square, 32: fixed sum 192 / 32 = 6
classes by number of B, translations: [1, 1, 3, 1, 1]
classes by number of B, square: [1, 1, 2, 1, 1]
three labels, translations and square: (27, 21)
CdSe (001) point operations: 4 classes: 7
tilted B, labelled patterns: 625 classes: 36
T = 300 K, kT = 25.85 meV
G = 10 meV per B, W = -15 meV per unlike bond
pattern, orbit size, unlike bonds, energy/meV, population:
  0000 1 0 0 0.0064
  0001 4 4 -50 0.1772
  0011 4 4 -40 0.1204
  0110 2 8 -100 0.6129
  0111 4 4 -30 0.0817
  1111 1 0 40 0.0014
partition function: 156.15
coverage by B: 0.4736
unlike-bond fraction: 0.8026
equal class weights: checkerboard 0.7492, coverage 0.4793
strip width 8: coverage 0.4641, unlike 0.6629
strip width 10: coverage 0.4641, unlike 0.6625
axis difference 4 meV: stripe gap 16 meV
  row stripes 0.0815, column stripes 0.0439
diagonal -3 meV: checkerboard 0.4584, coverage 0.4697
at 350 K: checkerboard 0.5336, coverage 0.4718
vacant sites 5 %: cells with a vacancy 18.5 %
rough lattice constant 0.61 nm, spacing 0.431 nm
area per site 0.186 nm2, sites 5.37 per nm2
B ligands: 2.55 per nm2
rough chain section 0.20 nm2, ratio to site area 1.07
```
